# Quantizing the Electromagnetic Field in a Lossless Inhomogeneous Dielectric: verification in Python

```python
"""Field quantization in a lossless, dispersionless dielectric eps(r).
Result under test: modes obey curl curl f = eps (omega/c)^2 f,
div(eps f) = 0, integral eps f_k.f_l = delta_kl, and
A = sum sqrt(hbar/(2 eps0 omega)) (a f + h.c.),
E = i sum sqrt(hbar omega/(2 eps0)) (a f - h.c.),
H = sum hbar omega (a^dagger a + 1/2).
Here a is a photon annihilation operator, f a mode function, eps the relative
permittivity. Walls conduct perfectly. Lattice tests use hbar=c=eps0=1.
The worked example is a box whose lower half is filled with dielectric.
"""
import numpy as np
import scipy.sparse as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse.linalg import eigsh


def kron3(a, b, c):
    return sp.kron(sp.kron(a, b), c, format="csr")


def lattice(cells, step):
    """Gradient (nodes to edges), curl (edges to faces), edge midpoints."""
    diff, inner, full = [], [], []
    for n in cells:
        diff.append(sp.diags([np.ones(n - 1), -np.ones(n - 1)], [0, -1],
                             shape=(n, n - 1)) / step)
        inner.append(sp.identity(n - 1))
        full.append(sp.identity(n))
    dx, dy, dz = diff
    ix, iy, iz = inner
    fx, fy, fz = full
    grad = sp.vstack([kron3(dx, iy, iz), kron3(ix, dy, iz),
                      kron3(ix, iy, dz)]).tocsr()
    curl = sp.bmat([
        [None, -kron3(ix, fy, dz), kron3(ix, dy, fz)],
        [kron3(fx, iy, dz), None, -kron3(dx, iy, fz)],
        [-kron3(fx, dy, iz), kron3(dx, fy, iz), None]]).tocsr()
    points = []
    for direction in range(3):
        axes = [(np.arange(n) + 0.5) * step if j == direction
                else np.arange(1, n) * step for j, n in enumerate(cells)]
        mesh = np.meshgrid(*axes, indexing="ij")
        points.append(np.array([m.ravel() for m in mesh]))
    return grad, curl, np.hstack(points)


# ---- Generic three-dimensional dielectric: mode theory ----
cells = (6, 5, 4)
step = 1 / 6
cell_volume = step**3
grad, curl, (x, y, z) = lattice(cells, step)
eps = 1.3 + 2.5 * np.exp(-8 * ((x - 0.31)**2 + (y - 0.47)**2
                               + (z - 0.22)**2)) + 0.4 * x * y + 0.3 * z
G, C = grad.toarray(), curl.toarray()
stiffness = C.T @ C
# A nonsymmetric solver is used so that weighted orthogonality is not imposed.
values, vectors = np.linalg.eig(stiffness / eps[:, None])
physical = np.abs(values) > 1e-8 * np.max(np.abs(values))
n_nodes = G.shape[1]
assert np.sum(~physical) == n_nodes
assert np.linalg.matrix_rank(G) == n_nodes
values, vectors = values[physical], vectors[:, physical]
assert np.max(np.abs(np.imag(values))) < 1e-8
assert np.max(np.abs(np.imag(vectors))) < 1e-8
values, vectors = np.real(values), np.real(vectors)
order = np.argsort(values)
values, modes = values[order], vectors[:, order]
assert values[0] > 0
modes /= np.sqrt(cell_volume * np.sum(eps[:, None] * modes**2, axis=0))
weighted = cell_volume * modes.T @ (eps[:, None] * modes)
weighted_error = np.max(np.abs(weighted - np.eye(len(values))))
plain = modes.T @ modes
plain /= np.sqrt(np.outer(np.diag(plain), np.diag(plain)))
plain_overlap = np.max(np.abs(plain - np.diag(np.diag(plain))))
assert weighted_error < 1e-7
assert plain_overlap > 0.01
div_weighted = np.max(np.abs(G.T @ (eps[:, None] * modes)))
div_plain = np.max(np.abs(G.T @ modes))
gauge_ratio = div_weighted / div_plain
assert gauge_ratio < 1e-8

# Mode sum against the projector built only from gradients.
mode_projector = cell_volume * modes @ (modes * eps[:, None]).T
gradient_part = G @ np.linalg.solve(G.T @ (eps[:, None] * G), G.T * eps)
projector_error = np.max(np.abs(mode_projector
                                - np.eye(len(eps)) + gradient_part))
assert projector_error < 1e-7
projector_asymmetry = np.max(np.abs(mode_projector - mode_projector.T))
assert projector_asymmetry > 0.01
# The commutator [D,B]/i from modes must be the vacuum curl kernel.
commutator = cell_volume * (eps[:, None] * modes) @ (C @ modes).T
commutator_error = np.max(np.abs(commutator - C.T)) / np.max(np.abs(C))
assert commutator_error < 1e-7

# ---- Two quantized modes: energy and Maxwell equations in Fock space ----
levels = 7
lower = np.diag(np.sqrt(np.arange(1, levels)), 1)
one = np.eye(levels)
ladder = [np.kron(lower, one), np.kron(one, lower)]
omega = np.sqrt(values[:2])
f = modes[:, :2]
curl_f = C @ f
a_ops = [(a + a.T) / np.sqrt(2 * w) for a, w in zip(ladder, omega)]
e_ops = [1j * np.sqrt(w / 2) * (a - a.T) for a, w in zip(ladder, omega)]
electric = cell_volume * f.T @ (eps[:, None] * f)
magnetic = cell_volume * curl_f.T @ curl_f
H = sum(0.5 * (electric[i, j] * e_ops[i] @ e_ops[j]
               + magnetic[i, j] * a_ops[i] @ a_ops[j])
        for i in range(2) for j in range(2))
H_photons = sum(w * (a.T @ a + 0.5 * np.eye(levels**2))
                for a, w in zip(ladder, omega))
n1, n2 = np.divmod(np.arange(levels**2), levels)
# States near the cutoff are left out because truncation alters them.
safe = np.where((n1 < levels - 2) & (n2 < levels - 2))[0]
block = np.ix_(safe, safe)
hamiltonian_error = np.max(np.abs((H - H_photons)[block]))
assert hamiltonian_error < 1e-7


def field(coefficients, operators):
    return sum(c * op for c, op in zip(coefficients, operators))


maxwell_error = 0.0
curl_curl_f = C.T @ curl_f
for site in (20, 100, 190):
    B = field(curl_f[site], a_ops)
    D = field(eps[site] * f[site], e_ops)
    faraday = 1j * (H @ B - B @ H) + field(curl_f[site], e_ops)
    ampere = 1j * (H @ D - D @ H) - field(curl_curl_f[site], a_ops)
    maxwell_error = max(maxwell_error, np.max(np.abs(faraday[block])),
                        np.max(np.abs(ampere[block])))
assert maxwell_error < 1e-6

# ---- Half-filled box, lengths in units of its side L ----
side = 1e-6
height, interface = 0.5, 0.25
eps_low, eps_high = 4.0, 1.0
kappa = np.sqrt(2) * np.pi


def wave_numbers(k0):
    return (np.sqrt(max(eps_low * k0**2 - kappa**2, 0)),
            np.sqrt(kappa**2 - eps_high * k0**2))


def matching(k0):
    k1, alpha = wave_numbers(k0)
    return (k1 / eps_low * np.sin(k1 * interface)
            - alpha / eps_high * np.tanh(alpha * (height - interface))
            * np.cos(k1 * interface))


k_pole = np.sqrt((kappa**2 + (np.pi / (2 * interface))**2) / eps_low)
k0 = brentq(matching, kappa / np.sqrt(eps_low), k_pole, xtol=1e-13)
k1, alpha = wave_numbers(k0)
amp = np.cosh(alpha * (height - interface)) / np.cos(k1 * interface)


def v_low(s):
    return amp * np.cos(k1 * s)


def v_high(s):
    return np.cosh(alpha * (height - s))


def dv_low(s):
    return -amp * k1 * np.sin(k1 * s)


def dv_high(s):
    return -alpha * np.sinh(alpha * (height - s))


def f_squared(v, dv, permittivity, start, end):
    """Integral of |f|^2 over one layer before normalization."""
    return kappa**2 / 4 * quad(
        lambda s: (dv(s)**2 + kappa**2 * v(s)**2) / permittivity**2,
        start, end, epsabs=1e-12)[0]


low_integral = f_squared(v_low, dv_low, eps_low, 0, interface)
high_integral = f_squared(v_high, dv_high, eps_high, interface, height)
norm = eps_low * low_integral + eps_high * high_integral
unweighted = (low_integral + high_integral) / norm
fraction_low = eps_low * low_integral / norm
v_square = (quad(lambda s: v_low(s)**2, 0, interface)[0]
            + quad(lambda s: v_high(s)**2, interface, height)[0])
curl_square = k0**4 * kappa**2 / 4 * v_square / norm
assert abs(curl_square / k0**2 - 1) < 1e-9


def axis_field(s, layer):
    v, permittivity = ((v_low, eps_low) if layer == "low"
                       else (v_high, eps_high))
    return kappa**2 * v(s) / (permittivity * np.sqrt(norm))


# Independent vector-lattice solution of the same box.
lattice_k = []
for n in (8, 16):
    h = 1 / n
    shape = (n, n, n // 2)
    _, slab_curl, points = lattice(shape, h)
    zs = points[2]
    slab_eps = np.where(zs < interface, eps_low, eps_high)
    slab_eps[np.abs(zs - interface) < 1e-9] = (eps_low + eps_high) / 2
    root = sp.diags(1 / np.sqrt(slab_eps))
    operator = (root @ slab_curl.T @ slab_curl @ root).tocsc()
    start = np.random.default_rng(4).normal(size=len(zs))
    value, vector = eigsh(operator, k=1, sigma=8.0, v0=start)
    lattice_k.append(np.sqrt(value[0]))
    if n == 8:
        spectrum = np.linalg.eigvalsh(operator.toarray())
        spectrum = spectrum[spectrum > 1e-6]
        assert abs(spectrum[0] - value[0]) < 1e-7
        assert spectrum[1] > 1.1 * spectrum[0]
k_extrapolated = (4 * lattice_k[1] - lattice_k[0]) / 3
# The remaining error is of fourth order in the lattice step.
assert abs(k_extrapolated / k0 - 1) < 2e-3
lattice_f = vector[:, 0] / np.sqrt(slab_eps) / h**1.5
n_z_edges = (n - 1)**2 * (n // 2)
line = np.abs(lattice_f[-n_z_edges:].reshape(n - 1, n - 1, n // 2)
              [n // 2 - 1, n // 2 - 1])
heights = (np.arange(n // 2) + 0.5) * h
exact_line = np.array([axis_field(s, "low" if s < interface else "high")
                       for s in heights])
field_error = np.max(np.abs(line / exact_line - 1))
# Second-order lattice error at sixteen cells per side.
assert field_error < 0.02

# ---- SI values for the worked example ----
omega_si = const.c * k0 / side
photon = const.hbar * omega_si
field_unit = np.sqrt(photon / (2 * const.epsilon_0 * side**3))
E_below = field_unit * axis_field(interface, "low")
E_above = field_unit * axis_field(interface, "high")
z_dipole = 0.375
E_dipole = field_unit * axis_field(z_dipole, "high")
dipole = 1e-29
coupling = dipole * E_dipole
assert abs(E_above / E_below - eps_low / eps_high) < 1e-9
electric_energy = photon / 4 * (eps_low * low_integral
                                + eps_high * high_integral) / norm
magnetic_energy = (const.hbar * const.c**2 / (4 * omega_si)
                   * curl_square / side**2)
assert abs(magnetic_energy / electric_energy - 1) < 1e-9
empty_energy = const.hbar * const.c * kappa / side / const.e

print("GENERIC LATTICE (hbar = c = eps0 = 1)")
print(f"edge unknowns: {len(eps)}")
print(f"zero modes (pure gradients): {n_nodes}")
print(f"physical modes: {len(values)}")
print(f"permittivity range: {eps.min():.3f} to {eps.max():.3f}")
print(f"weighted orthonormality error: {weighted_error:.1e}")
print(f"largest normalized unweighted overlap: {plain_overlap:.3f}")
print(f"max div(eps f) / max div(f): {gauge_ratio:.1e}")
print(f"projector error: {projector_error:.1e}")
print(f"projector asymmetry: {projector_asymmetry:.3f}")
print(f"relative D-B commutator error: {commutator_error:.1e}")
print(f"Fock Hamiltonian error: {hamiltonian_error:.1e}")
print(f"Maxwell operator-equation error: {maxwell_error:.1e}")
print("HALF-FILLED BOX")
print(f"side L: {side * 1e6:.3f} um")
print(f"height Lz: {height * side * 1e6:.3f} um")
print(f"interface height h: {interface * side * 1e6:.3f} um")
print(f"permittivity below, above: {eps_low:.1f}, {eps_high:.1f}")
print(f"kappa L: {kappa:.6f}")
print(f"k0 L from matching: {k0:.6f}")
print(f"k1 L: {k1:.6f}")
print(f"alpha L: {alpha:.6f}")
print(f"k0 L on lattice, 8 cells: {lattice_k[0]:.6f}")
print(f"k0 L on lattice, 16 cells: {lattice_k[1]:.6f}")
print(f"k0 L extrapolated: {k_extrapolated:.6f}")
print(f"largest relative axis-field error: {field_error:.2e}")
print(f"angular frequency: {omega_si:.5e} rad/s")
print(f"photon energy: {photon / const.e:.5f} eV")
print(f"same mode, empty box: {empty_energy:.5f} eV")
print(f"same mode, filled box: {empty_energy / np.sqrt(eps_low):.5f} eV")
print(f"electric energy fraction in dielectric: {fraction_low:.5f}")
print(f"electric zero-point energy: {electric_energy / const.e:.5f} eV")
print(f"magnetic zero-point energy: {magnetic_energy / const.e:.5f} eV")
print(f"integral |f|^2 with weighted norm one: {unweighted:.5f}")
print(f"field factor if weight omitted: {1 / np.sqrt(unweighted):.5f}")
print(f"axis rms field just below interface: {E_below:.5e} V/m")
print(f"axis rms field just above interface: {E_above:.5e} V/m")
print(f"dipole height: {z_dipole * side * 1e6:.3f} um")
print(f"axis rms field at dipole: {E_dipole:.5e} V/m")
print(f"model transition dipole: {dipole:.1e} C m")
print(f"dipole coupling energy: {coupling / const.e * 1e6:.4f} micro-eV")
print("every check passed")
```

Printed output:

```
GENERIC LATTICE (hbar = c = eps0 = 1)
edge unknowns: 227
zero modes (pure gradients): 60
physical modes: 167
permittivity range: 1.460 to 3.895
weighted orthonormality error: 2.7e-13
largest normalized unweighted overlap: 0.131
max div(eps f) / max div(f): 1.3e-13
projector error: 2.9e-14
projector asymmetry: 0.058
relative D-B commutator error: 6.4e-14
Fock Hamiltonian error: 9.6e-14
Maxwell operator-equation error: 6.2e-13
HALF-FILLED BOX
side L: 1.000 um
height Lz: 0.500 um
interface height h: 0.250 um
permittivity below, above: 4.0, 1.0
kappa L: 4.442883
k0 L from matching: 3.112846
k1 L: 4.361195
alpha L: 3.170079
k0 L on lattice, 8 cells: 3.065743
k0 L on lattice, 16 cells: 3.100916
k0 L extrapolated: 3.112640
largest relative axis-field error: 5.98e-03
angular frequency: 9.33208e+14 rad/s
photon energy: 0.61425 eV
same mode, empty box: 0.87670 eV
same mode, filled box: 0.43835 eV
electric energy fraction in dielectric: 0.60138
electric zero-point energy: 0.15356 eV
magnetic zero-point energy: 0.15356 eV
integral |f|^2 with weighted norm one: 0.54897
field factor if weight omitted: 1.34967
axis rms field just below interface: 5.37495e+04 V/m
axis rms field just above interface: 2.14998e+05 V/m
dipole height: 0.375 um
axis rms field at dipole: 1.74402e+05 V/m
model transition dipole: 1.0e-29 C m
dipole coupling energy: 10.8853 micro-eV
every check passed
```
